What the Arrhenius slope of trap emission measures

Q: I have calculated emission rates e for a model electron trap between 300 and 400 K. I plotted ln(e/T²) against β = 1/(kT), and the points lie on a straight line that falls by 0.863 when β grows by 1 eV⁻¹, that is, with a slope of 0.863 eV after the sign is reversed. To leave the trap, an electron has to be lifted to the band edge. So the trap is 0.863 eV deep.

A: The slope is right, but the conclusion needs one more fact. How does the capture cross section of this trap depend on temperature?

Q: It grows on heating. But capture is the reverse process. Why should it matter for emission?

A: Because the two rates together must produce the equilibrium occupation. Let me fix the conditions first. The traps exchange electrons with one parabolic band of mass m. The band electrons are dilute enough for Boltzmann statistics, the lattice is in thermal equilibrium, there is no electric field, and an emitted electron is not caught again. Take the band edge as the zero of electron energy. A filled trap has two spin states, an empty one has one.

Let Z_f and Z_e be the vibrational partition functions of the filled and the empty trap, each including its potential minimum. I define the free-energy depth, without spin, as

ΔF = F_e − F_f = kT ln(Z_f/Z_e).

It is the free energy needed to go from a filled trap to an empty one plus an electron at the band edge. With chemical potential μ, the ratio of filled to empty traps is

N_f/N_e = 2 exp(βμ) Z_f/Z_e = 2 exp(βμ) exp(βΔF).

The band density, with a factor 2 for spin, is

n = 2 ∫ d³k/(2π)³ exp[β(μ − ħ²k²/2m)] = 2 n₁ exp(βμ), n₁ = (mkT/2πħ²)^{3/2}.

In equilibrium, captures balance emissions. If C is the capture coefficient, then C n N_e = e N_f, and therefore

e = C n N_e/N_f = C · 2n₁ exp(βμ) / [2 exp(βμ) exp(βΔF)] = C n₁ exp(−βΔF).

The chemical potential and both factors of 2 cancel. Under the stated conditions e and C do not depend on n, so the relation also holds while the traps are emptying.

Q: Then the exponential contains ΔF, which is the depth. That seems to support me.

A: It would if C n₁ supplied nothing but the T² that you divided out. Write C = σv, with the mean thermal speed v = √(8kT/πm) and the mean cross section σ. Since v ∝ T^{1/2} and n₁ ∝ T^{3/2}, the quantity γ = v n₁/T² is independent of temperature, and

ln(e/T²) = ln γ + ln σ − βΔF.

Now differentiate with respect to β and reverse the sign:

−d ln(e/T²)/dβ = E_σ + d(βΔF)/dβ, E_σ = −d ln σ/dβ.

For the last term, use βΔF = ln Z_f − ln Z_e. The mean energy of each state is U = −d ln Z/dβ, so

d(βΔF)/dβ = −U_f + U_e = ΔU.

The result is

−d ln(e/T²)/dβ = ΔU + E_σ.

The slope is the internal-energy depth plus the activation energy of the cross section. It equals ΔU if σ does not change with temperature.

Q: I still find it odd. The final state lies one depth above the initial state. Why should the electron pay more than that?

A: Suppose it did not. Let σ be activated, σ ∝ exp(−βE_σ), but let e/T² be proportional to exp(−βΔU). The ratio N_f/N_e = Cn/e would then carry an extra factor exp(−βE_σ), and the equilibrium occupation would correspond to a trap shallower by E_σ. Equilibrium occupation is fixed by energies and degeneracies, not by how hard it is to get from one state to the other. A barrier must slow both directions by the same factor.

Q: That is a thermodynamic argument. Where is the barrier in the trap itself?

A: In the lattice around it. Use one vibrational coordinate q, dimensionless, with phonon energy ħω. The potential energies of the filled trap, and of the empty trap plus an electron at the band edge, are

V_f(q) = ½ħω q²,
V_e(q) = E_T + ½ħω (q − d)².

E_T is the difference of the minima, and λ = ½ħω d² is the relaxation energy. At the crossing V_f = V_e, the terms in q² cancel:

0 = E_T − ħω d q + λ, so q = (E_T + λ)/(ħω d).

Measured from the filled minimum, the crossing energy is

½ħω q² = (E_T + λ)²/(2ħω d²) = (E_T + λ)²/(4λ),

because ħω d² = 2λ. Measured from the empty minimum it is lower by E_T:

E_B = [(λ + E_T)² − 4λE_T]/(4λ) = (λ − E_T)²/(4λ).

Your model has E_T = 0.750 eV, λ = 1.800 eV and ħω = 0.020 eV. Hence

E_B = 1.050²/7.200 = 0.153 eV,
E_T + E_B = 2.550²/7.200 = 0.903 eV.

In classical motion, the lattice must reach the same crossing from either side. From the filled side, the climb is the depth plus the capture barrier.

Q: So the slope should be 0.903 eV. I found 0.863 eV. Now neither number fits.

A: E_B is a point on a potential curve, while E_σ is a logarithmic derivative of a thermally averaged rate. They differ by prefactors and by quantum effects. Let us get the prefactor for classical phonons.

Take the squared electronic coupling to one band state as w²/volume, independent of energy. For an electron of kinetic energy ε, the golden rule requires the energy gap V_e + ε − V_f to vanish. In the empty well put q = d + x. The gap becomes

E_T + ε + λ − ħω d(d + x) = E_T + ε − λ − ħω d x.

Classically, x is Gaussian with mean square kT/ħω, so the gap has variance (ħωd)² kT/ħω = 2λkT. Its probability density at zero is

G(ε) = (4πλkT)^{−1/2} exp[−(E_T + ε − λ)²/(4λkT)].

The capture coefficient averages this over the Maxwell distribution:

C = (2π/ħ) w² ∫₀^∞ dε (2/√π) β^{3/2} √ε exp(−βε) G(ε).

Expand the square in G:

(E_T + ε − λ)²/(4λ) = E_B − ε(λ − E_T)/(2λ) + ε²/(4λ).

The linear term joins the Maxwell exponent βε and gives

ε[1 − (λ − E_T)/(2λ)] = aε, a = (λ + E_T)/(2λ).

Here a = 0.708. It is positive, so the electrons near the band edge dominate, even though faster ones meet a lower barrier when λ > E_T. Dropping the ε² term for the moment, and using ∫₀^∞ √ε exp(−aβε) dε = (√π/2)(aβ)^{−3/2}, we obtain

C ≈ (2π/ħ) w² (4πλkT)^{−1/2} a^{−3/2} exp(−βE_B).

Thus C ∝ T^{−1/2} exp(−βE_B), and division by v leaves σ ∝ T^{−1} exp(−βE_B). Since ln T = −ln β + constant,

E_σ = E_B + d ln T/dβ = E_B − 1/β = E_B − kT.

At 300 K, kT = 0.0259 eV, and the classical estimate is 0.153 − 0.026 = 0.127 eV.

Q: You obtained the emission slope by way of capture. If I calculate emission directly, does the same thing come out?

A: It does. In the filled well q has zero mean, so the gap E_T + ε + λ − ħω d q has mean E_T + ε + λ and the same variance 2λkT. The electron can go into any band state of its own spin, with density per volume and energy

D(ε) = (1/4π²)(2m/ħ²)^{3/2} √ε.

The exponent is now

(E_T + ε + λ)²/(4λ) = E_T + E_B + aε + ε²/(4λ),

with the same a. Again without the ε² term, the integral over the band is

∫₀^∞ D(ε) exp(−aβε) dε = (1/4π²)(2m/ħ²)^{3/2} (√π/2)(kT/a)^{3/2} = n₁ a^{−3/2}.

The last equality uses (1/4π²)(√π/2) = (4π)^{−3/2}. Therefore

e ≈ (2π/ħ) w² (4πλkT)^{−1/2} n₁ a^{−3/2} exp[−β(E_T + E_B)],

which is C n₁ exp(−βE_T), as detailed balance demands for equal frequencies, where classically ΔF = E_T. The powers of T combine to T^{−1/2} T^{3/2} = T, so e/T² carries T^{−1} and its slope is E_T + E_B − kT.

Q: Is the agreement a gift of the classical approximation?

A: No. With quantized vibrations, consider one pair of levels: m of the filled trap and n of the empty one. Energy conservation reads E_f,m = E_e,n + ε. The thermal probability of the filled level is then

p_f,m = exp(−βE_f,m)/Z_f = exp(−βE_e,n) exp(−βε)/Z_f = p_e,n exp(−βε) Z_e/Z_f,

and Z_e/Z_f = exp(−βΔF). The Maxwell distribution is D(ε) exp(−βε)/n₁. Both directions contain the same squared vibrational overlap. So each emission term, p_f,m D(ε), is n₁ exp(−βΔF) times the matching capture term, p_e,n D(ε) exp(−βε)/n₁. The sums inherit the factor.

The numerical output comes from these quantum sums, with overlaps found by diagonalizing the displaced oscillator. Emission and capture were summed separately and compared using closed-form free energies. The largest relative deviation from detailed balance was about 10⁻¹⁴, and the slope relation held to about 10⁻¹¹ eV.

Q: Then please account for my 0.863 eV.

A: The fit to the cross section over the same temperatures gives 0.113 eV, and

0.750 eV + 0.113 eV = 0.863 eV (1.383 × 10⁻¹⁹ J).

Here ΔU = E_T, because the two wells have equal frequencies and their vibrational energies cancel.

Q: But 0.113 eV is less than your classical 0.127 eV.

A: Part of that is the fit range: kT is larger at its centre than at 300 K. Compare at one temperature. At 300 K the quantum calculation gives E_σ = 0.115 eV, which is 0.012 eV below the classical estimate. If the phonon energy is cut to a third, with E_T and λ held fixed, E_σ becomes 0.125 eV and the difference shrinks to 0.002 eV. Nothing else was changed, so most of the original difference is due to the finite phonon energy. In physical terms, quantized vibrations have overlap below the classical crossing, and the final energies are discrete. The calculation does not separate these two effects. The discreteness alone is worth a few meV: with a single mode, E_T + ε must be a multiple of ħω, and here E_T/ħω = 37.5 lies midway between two multiples. Changing ħω by about 1 percent, so that the ratio becomes 37 or 38, raises E_σ at 300 K to 0.119 or 0.120 eV, so the third digit belongs to this particular choice.

Of the remaining 0.002 eV, the ε² term that I dropped explains a part. Weighted with √ε exp(−aβε), the mean of ε² is (15/4)(kT/a)². To first order, C is multiplied by

1 − (β/4λ)(15/4)(kT/a)² = 1 − 15kT/(16λa²) = 1 − 0.027.

The logarithm of this factor is about −c/β, with c = 15/(16λa²), so it changes E_σ by d(c/β)/dβ = −c(kT)², or −0.0007 eV. The small-phonon capture coefficient itself is 0.5 percent below the classical formula. That is closer than the 2.7 percent from the ε² term alone would allow, so the closeness is partly accidental: at this phonon energy, where E_T/ħω = 112.5, the remaining effect of the finite phonon energy raises C and cancels most of that reduction. With a ratio of 112 or 113 the cancellation is absent, and C lies 2.8 percent below the classical formula.

Q: Would I not have noticed an activated cross section as a curve in the plot?

A: Not here. The local emission slope is 0.865 eV at 300 K, 0.863 eV at 350 K and 0.861 eV at 400 K. The largest distance of a point from the fitted line is 0.003 in ln(e/T²), or about 0.3 percent in the rate. A term βE_σ with nearly constant E_σ is as straight as βE_T, so a straight line cannot tell them apart.

Q: And if there is no capture barrier, do I get the depth back?

A: Nearly. Set λ = E_T = 0.750 eV. The curves then cross at the minimum of the empty well, and E_B = 0. The classical result predicts E_σ = −kT = −0.026 eV. The quantum sum also gives −0.026 eV, and the slope is 0.724 eV, a little less than the depth. So close a match is partly accidental: as E_T/ħω moves between 37 and 38, the quantum value ranges from about −0.019 to −0.028 eV. The cross section now falls on heating, because its T^{−1} prefactor is no longer outweighed by an exponential. So "activated capture" is the reason for a large excess, but a zero barrier still leaves a shift of order kT in this model.

Q: You have used ΔF and ΔU side by side. When does the difference matter?

A: When emptying the trap changes its entropy. Let the empty trap vibrate at 0.8 times the filled frequency, with the difference E_T of the minima unchanged. An oscillator has Z = 1/[2 sinh(ħω/2kT)] apart from its minimum energy, so

ΔF = E_T + kT ln[sinh(0.8ħω/2kT)/sinh(ħω/2kT)].

For ħω ≪ kT this tends to E_T + kT ln 0.8, which is 0.750 − 0.006 = 0.744 eV at 300 K. The full expression also gives 0.744 eV. The mean energies, on the other hand, both tend to kT above their minima, and ΔU stays at 0.750 eV (0.7495 eV in the output). The term kT ln 0.8 is linear in T, so in βΔF it is a constant. It moves the intercept and drops out of the slope.

The slope in this case is 0.7495 eV + 0.0785 eV = 0.828 eV. E_σ is smaller than before because the softer well moves the crossing. With d² = 2λ/ħω = 180, the crossing condition in units of ħω is

½q² = 37.5 + 0.32(q − 13.42)².

Its relevant root is q = 9.273, at an energy of 0.02 × 9.273²/2 = 0.860 eV. The capture barrier is thus 0.110 eV instead of 0.153 eV.

Q: Suppose I keep calling 0.863 eV the depth. Which predictions go wrong?

A: Not the emission rate between 300 and 400 K, provided you use the fitted slope together with the fitted intercept. That pair reproduces the data, whatever you call its members. The trouble starts when you use one of them alone.

Take the occupation first. Half the traps are filled when Cn = e, so the required band density is

n_half = e/C = n₁ exp(−βΔF).

At 300 K, n₁ = 4.44 × 10¹⁸ cm⁻³. With the true depth of 0.750 eV, n_half = 1.12 × 10⁶ cm⁻³. With 0.863 eV in its place you would get 1.39 × 10⁴ cm⁻³, too small by a factor of 80. That factor is exp(0.1134/0.02585). You would expect the traps to be half full at a density at which nearly all of them are empty.

Q: And the intercept? I had read the cross section from it.

A: Close to a straight line, σ(T) ≈ σ_int exp(−β × 0.113 eV). The intercept returns σ_int, the extrapolation to β = 0, which is 8.5 × 10⁻¹⁶ cm². The cross section at 300 K is 1.06 × 10⁻¹⁷ cm², smaller by a factor of 81. The two factors are nearly equal because both come from the same exponential; the small difference reflects the residual of the fit.

The misread depth can also spoil a retention estimate. The emission time at 300 K is 1/e = 5.6 × 10³ s, about an hour and a half. If you combine the true cross section at 300 K with a "depth" of 0.863 eV, the capture barrier is counted twice, once in σ and once in the exponent. The predicted time is 80 times too long, about 4.5 × 10⁵ s, or five days.

Q: How do I obtain the depth, then?

A: Measure capture as well, at the same temperatures. You can plot ln σ against β, reverse the sign of its slope to get E_σ, and subtract E_σ from the emission slope, which gives ΔU. Or you can use the two rates at a single temperature, which gives ΔF without any slope:

ΔF = kT ln(C n₁/e).

For your trap at 300 K, C = 1.611 × 10⁻¹⁰ cm³/s and e = 1.797 × 10⁻⁴ s⁻¹, so

C n₁/e = (1.611 × 10⁻¹⁰ × 4.436 × 10¹⁸)/(1.797 × 10⁻⁴) = 3.98 × 10¹²,
ΔF = 0.02585 eV × 29.01 = 0.750 eV.

This needs the band mass, through n₁, and the spin degeneracies. In a host with several equivalent valleys, n₁ must also be multiplied by their number; leaving out six valleys would shift ΔF by kT ln 6 = 0.046 eV at 300 K. An error by a factor of 2 in the product C n₁/e shifts ΔF by kT ln 2, or 0.018 eV at 300 K.

Q: Does any of this depend on the simple oscillator?

A: The value of E_σ does. I assumed one mode, a constant electronic coupling and no Coulomb attraction between the electron and the empty trap. Another electronic coupling or a Coulomb attraction can change how the capture rate depends on temperature, and with it E_σ. The relation between slope, ΔU and E_σ rests on less: equilibrium statistics, energy levels and a band mass that do not change with temperature, Boltzmann electrons in a parabolic band, and rates that depend on temperature alone. In a real semiconductor the gap shifts with temperature. Subtracting E_σ from the slope then gives d(βΔF)/dβ, which can differ from ΔF at 300 K by several hundredths of an eV. The relation fails as a reading of your plot if a field helps the electrons out, if emitted electrons are caught again, or if the lattice is not at the temperature you plot.

Q: Then my line gave me 0.863 eV correctly, but as a sum: 0.750 eV of depth and 0.113 eV from capture.

A: Yes, and the emission data alone could not have told you how to divide it.

Numbers as computed

```
Trap depth E_T: 0.750 eV
Relaxation energy lambda: 1.800 eV
Phonon energy: 0.020 eV
Band mass / free-electron mass: 0.50
Coupling w for 1 nm^3: 0.050 eV
kT at 300 K: 0.02585 eV
Crossing barrier for capture E_B: 0.1531 eV
Crossing barrier for emission: 0.9031 eV
Band-energy factor a: 0.7083
Classical estimate E_B - kT, 300 K: 0.1273 eV
300 K: emission rate 1.797e-04 1/s
300 K: cross section 1.058e-17 cm^2
300 K: local E_sigma 0.1150 eV
300 K: local emission slope 0.8650 eV
350 K: emission rate 2.901e-02 1/s
350 K: cross section 1.990e-17 cm^2
350 K: local E_sigma 0.1133 eV
350 K: local emission slope 0.8633 eV
400 K: emission rate 1.350e+00 1/s
400 K: cross section 3.167e-17 cm^2
400 K: local E_sigma 0.1106 eV
400 K: local emission slope 0.8606 eV
Fitted emission slope, 300-400 K: 0.8634 eV
Fitted emission slope: 1.3833e-19 J
Fitted cross-section slope: 0.1134 eV
Largest fit residual in ln(e/T^2): 0.0033
Emission time at 300 K: 5.565e+03 s
Capture coefficient, 300 K: 1.611e-10 cm^3/s
n1 per spin, 300 K: 4.436e+18 cm^-3
Thermal speed, 300 K: 1.522e+07 cm/s
Cross section from intercept: 8.521e-16 cm^2
Intercept / true, 300 K: 80.51
True half-filling density, 300 K: 1.116e+06 cm^-3
Misread half-filling density: 1.390e+04 cm^-3
True / misread density: 80.27
Small-phonon case, phonon energy: 0.00667 eV
Small-phonon case, E_sigma at 300 K: 0.1252 eV
Small-phonon C / classical C: 0.9955
No-barrier case, lambda: 0.750 eV
No-barrier case, E_sigma at 300 K: -0.0264 eV
No-barrier case, slope: 0.7236 eV
Soft case, frequency ratio empty/filled: 0.80
Soft case, DeltaF at 300 K: 0.7440 eV
Soft case, DeltaU at 300 K: 0.7495 eV
Soft case, E_sigma at 300 K: 0.0785 eV
Soft case, slope at 300 K: 0.8281 eV
Largest relative detailed-balance error: 1.4e-14
Largest slope-identity error: 7.1e-12 eV
```
